# Strained islands: does a square or a triangular array cost less?

## Problem

Equal, shallow islands with a misfit strain have grown on a flat, thick substrate. Treat the substrate as an elastically isotropic half-space with Young modulus \(E\) and Poisson ratio \(\nu\), and each island as an isotropic force dipole acting in the surface plane.

(a) Show that two islands a distance \(d\) apart, large compared with their width, repel with an energy \(W=K/d^3\), and find \(K\).

(b) The islands have a fixed number \(n\) per unit area. Which array has the lower interaction energy, the square or the triangular, and by what percentage?

(c) Evaluate the energies for conical islands 70 nm wide and 7 nm high, with misfit 2 percent, biaxial modulus 170 GPa, \(E=160\) GPa, \(\nu=0.22\), \(n=2.5\times10^{9}\) cm\(^{-2}\) and temperature 900 K.

(d) Does the answer to (b) survive on a silicon wafer?

## A tempting solution of (b)

The repulsion falls off as the cube of the distance, so it seems enough to keep the nearest neighbours. Measure lengths in units of \(n^{-1/2}\), so that each island owns unit area. In the square array the spacing is 1 and there are four nearest neighbours, which contribute
\[
4\times 1=4 .
\]
In the triangular array the cell area is \(\tfrac{\sqrt3}{2}a^2=1\), so \(a^2=2/\sqrt3=1.1547\). The six nearest neighbours contribute
\[
6\,a^{-3}=6\times(1.1547)^{-3/2}=4.836 .
\]
The square array would then be lower by \(0.836/4.836\), about 17 percent.

## Where it fails

The pair law and the spacings are right; the truncation is the fault. Add the next shell of the square array, four islands at \(r^2=2\). They contribute \(4/2^{3/2}=1.414\), the square total becomes 5.414, and the triangular array now looks better. Add the next triangular shell, six islands at \(r^2=3.464\), contributing 0.931. The triangular total becomes 5.766 and the order flips back.

The reason is dimensional. At unit density, the islands beyond a radius \(\rho\) contribute roughly
\[
\int_\rho^\infty \frac{2\pi r\,dr}{r^3}=\frac{2\pi}{\rho},
\]
which falls slowly. The shells of the two arrays also lie at different radii, so equal numbers of shells do not cover equal areas. A fair comparison must cover equal areas and allow for this tail. The complete sums in (b) avoid the question of where to stop.

## (a) The pair repulsion

**The island as a force dipole.** Let the island have height profile \(h(\mathbf r)\), and let its lattice be larger than that of the substrate by the misfit \(\varepsilon>0\). Held to the substrate, it is under an in-plane compressive stress of magnitude \(\sigma=M\varepsilon\), where \(M\) is its biaxial modulus. With tension counted positive, the stress is \(-\sigma\delta_{ij}\). In a shallow island the stress is nearly uniform through the height, and the force balance of a thin column gives the force per area on the substrate,
\[
\mathbf f=-\nabla(\sigma h).
\]
This points outward, down the slope of the island. Seen from far away, \(h\) acts as \(V\delta(\mathbf r)\), with \(V\) the island volume, so
\[
\mathbf f=-P\,\nabla\delta(\mathbf r),\qquad P=M\varepsilon V .
\]
For comparison, outward forces \(\pm F\) at \(x=\pm b/2\) give \(F[\delta(x-b/2)-\delta(x+b/2)]\approx-Fb\,\delta'(x)\). Thus \(P\) is force times arm, for each of the two axes. A negative misfit reverses \(P\), but equal islands interact through \(P^2\).

**Response to a force wave.** Let the body occupy \(z\ge0\), and apply the surface force \(F\cos kx\) along \(x\). The strain is plane, and the stresses follow from an Airy function \(\chi\):
\[
\chi=\frac Fk\,z\,e^{-kz}\sin kx,\quad
\sigma_{xx}=\partial_z^2\chi,\quad \sigma_{zz}=\partial_x^2\chi,\quad \sigma_{xz}=-\partial_x\partial_z\chi .
\]
This \(\chi\) is admissible because \(\nabla^2\chi=-2Fe^{-kz}\sin kx\) is harmonic, so \(\nabla^4\chi=0\). At \(z=0\) we have \(\sigma_{zz}=0\) and \(\sigma_{xz}=-F\cos kx\). The outward normal is \(-z\), so the applied traction is \(-\sigma_{xz}=F\cos kx\), as required. Also \(\sigma_{xx}=-2F\sin kx\) there. Hooke's law in plane strain gives
\[
\partial_xu_x=\frac{1-\nu^2}{E}\sigma_{xx}=-\frac{2(1-\nu^2)}{E}F\sin kx ,
\]
and integration gives
\[
u_x=\frac{\Gamma}{k}F\cos kx,\qquad \Gamma=\frac{2(1-\nu^2)}{E}.
\]

**Which energy.** The substrate stores \(\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r\). The island also changes its own energy when its base stretches: a compressed island releases \(\int\sigma h\,\nabla\cdot\mathbf u\,d^2r\), which equals \(\int\mathbf f\cdot\mathbf u\,d^2r\) after integration by parts. The total is therefore \(-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r\), with \(\sigma\) held at its misfit value. For two islands the two cross terms are equal by reciprocity, so
\[
W=-\int\mathbf f_1\cdot\mathbf u_2\,d^2r=-P\,\nabla\cdot\mathbf u_2(\mathbf d).
\]
The last form follows from \(\mathbf f_1=-P\nabla\delta(\mathbf r-\mathbf d)\) and integration by parts.

**Transform to distance.** The force of island 2, placed at the origin, is
\[
\mathbf f_2=-P\int\!\frac{d^2k}{(2\pi)^2}\,i\mathbf k\,e^{i\mathbf k\cdot\mathbf r}.
\]
Every component points along its own \(\mathbf k\), so \(\Gamma/k\) converts it to displacement. Taking the divergence brings down another \(i\mathbf k\), and \(i^2=-1\) gives
\[
\nabla\cdot\mathbf u_2=P\Gamma\int\!\frac{d^2k}{(2\pi)^2}\,k\,e^{i\mathbf k\cdot\mathbf r}.
\]
To evaluate this, start from
\[
\int\!\frac{d^2k}{(2\pi)^2}\frac{e^{i\mathbf k\cdot\mathbf r}}{k}=\frac1{2\pi}\int_0^\infty J_0(kr)\,dk=\frac1{2\pi r}.
\]
Since \(k=k^2/k\), and \(k^2\) acts as \(-\nabla^2\), the transform of \(k\) for \(r>0\) is
\[
-\nabla^2\frac1{2\pi r}=-\frac1{2\pi}\left(\frac2{r^3}-\frac1{r^3}\right)=-\frac1{2\pi r^3}.
\]
Each island thus compresses the surface around it. A neighbour that wants to expand is hindered, and the energy is positive:
\[
W=\frac{P^2\Gamma}{2\pi d^3}=\frac{K}{d^3},\qquad K=\frac{(1-\nu^2)P^2}{\pi E}.
\]

As a test, each dipole was replaced by two outward pairs of point forces, along \(x\) and \(y\), with arms of \(d/100\). Summing over the forces with the point-force solution for the surface, at \(\nu=0.22\), gave 1.00014 and 0.99999 times this formula for two directions of \(\mathbf d\).

## (b) The complete sums

Each pair is shared by two islands, so the energy per island is half the sum over all others. With \(d=r\,n^{-1/2}\),
\[
U=\frac K2\,n^{3/2}S,\qquad S={\sum_{\mathbf r}}'\frac1{r^3},
\]
where the prime omits the origin and the lattice has unit density. Self-energies are the same in both arrays and are not part of \(U\).

**A fast series.** Substituting \(t=s^2\) in a Gaussian integral gives
\[
\int_0^\infty t^{1/2}e^{-\pi tr^2}dt=2\int_0^\infty s^2e^{-\pi r^2s^2}ds=\frac{\sqrt\pi}{2(\pi r^2)^{3/2}}=\frac1{2\pi r^3}.
\]
Define \(\Theta(t)=\sum_{\mathbf r}e^{-\pi tr^2}\), now including the origin. Then
\[
\frac S{2\pi}=\int_0^\infty t^{1/2}\,[\Theta(t)-1]\,dt .
\]
For large \(t\) the terms die quickly; for small \(t\) they do not, and the sum must be rewritten. The function \(\sum_{\mathbf r}e^{-\pi t|\mathbf x-\mathbf r|^2}\) is periodic in \(\mathbf x\). As the cell has unit area, its Fourier coefficients are
\[
\int e^{-\pi tx^2-2\pi i\mathbf g\cdot\mathbf x}\,d^2x=\frac1t\,e^{-\pi g^2/t},
\]
where \(\mathbf g\cdot\mathbf r\) is an integer for every lattice vector. If \(\mathbf a_1,\mathbf a_2\) span the lattice with \(a_{1x}a_{2y}-a_{1y}a_{2x}=1\), the vectors \((a_{2y},-a_{2x})\) and \((-a_{1y},a_{1x})\) span the \(\mathbf g\). These are the original vectors turned by a right angle, so the lengths \(g\) are the lengths \(r\). Setting \(\mathbf x=0\) gives
\[
\Theta(t)=\frac1t\,\Theta\!\left(\frac1t\right).
\]
Use this for \(0<t<1\). The origin term of \(\Theta(1/t)\), together with the \(-1\), gives
\[
\int_0^1\left(t^{-1/2}-t^{1/2}\right)dt=2-\frac23=\frac43 .
\]
In the other terms replace \(t\) by \(1/t\), so that \(t^{-1/2}dt\) becomes \(t^{-3/2}dt\) on \((1,\infty)\). The result is
\[
S=2\pi\Big[\frac43+{\sum_{\mathbf r}}'\phi(r^2)\Big],\qquad
\phi(q)=\int_1^\infty\!\left(t^{1/2}+t^{-3/2}\right)e^{-\pi qt}\,dt .
\]

**Numbers.** For the square array the first two shells, \(q=1\) and \(q=2\), have four points each:
\[
4(0.025538+0.000564)=0.1044,\qquad S_\square=2\pi(1.3333+0.1044)=9.034 .
\]
For the triangular array the first shell, \(q=1.1547\), has six points, and the next ones add only about \(2\times10^{-5}\):
\[
6(0.013662)=0.0820,\qquad S_\triangle=2\pi(1.3333+0.0820)=8.893 .
\]
Direct summation out to \(r=600\), with the tail \(2\pi/600\) added, agrees with the series to within \(10^{-5}\). Hence
\[
1-\frac{S_\triangle}{S_\square}=1-\frac{8.8927}{9.0336}=0.0156 .
\]
The triangular array has the lower interaction energy, by about 1.6 percent at equal density.

The series also shows why the margin is small. The term \(2\pi\cdot\tfrac43=8.38\) is common to every lattice of unit density and makes up 93 percent of the square sum and 94 percent of the triangular one. The arrangement enters through \(\phi\), which decreases so steeply that the shortest distance dominates. Six neighbours at \(r^2=1.155\) cost less there than four at \(r^2=1\). In the bare sum of \(1/r^3\) the same comparison came out the other way. This compares two arrays; it does not show that the triangular one is best among all.

## (c) The example

The cone has volume \(V=\tfrac{\pi}{3}(35)^2(7)=8980\) nm\(^3\). The misfit stress is \(170\times0.02=3.4\) GPa, and \(P=\sigma V=191\) keV. With \(E=160\) GPa \(=998.6\) eV/nm\(^3\),
\[
K=\frac{0.9516\,(1.9056\times10^5)^2}{\pi\times998.6}=1.10\times10^7\ \text{eV nm}^3 .
\]
The square spacing is \(n^{-1/2}=200\) nm, so \(Kn^{3/2}=1.377\) eV, and
\[
U_\square=\tfrac12(1.377)(9.034)=6.22\ \text{eV},\qquad
U_\triangle=\tfrac12(1.377)(8.893)=6.12\ \text{eV}.
\]
The difference is 97 meV per island, or 1.25 \(kT\) at 900 K. It is the cost of changing the whole array, not a barrier for moving one island, and it does not say whether growth leaves time for ordering.

**Finite width.** Each volume element of an island acts as a small dipole. Let \(\mathbf s_1,\mathbf s_2\) be the positions of two elements relative to their island centres, and \(\boldsymbol\Delta=\mathbf s_1-\mathbf s_2\). For round islands \(\langle\boldsymbol\Delta\rangle=0\) and \(\langle\Delta^2\rangle=2\langle s^2\rangle\). Expanding to second order and using \(\nabla^2r^{-3}=9r^{-5}\),
\[
\left\langle\frac1{|\mathbf d+\boldsymbol\Delta|^3}\right\rangle\approx\frac1{d^3}+\frac{\langle\Delta^2\rangle}4\,\frac9{d^5}
=\frac1{d^3}\left(1+\frac{9\langle s^2\rangle}{2d^2}\right).
\]
A slice of the cone with radius \(c\) has area proportional to \(c^2\) and mean square radius \(c^2/2\). For base radius \(R\) this gives
\[
\langle s^2\rangle=\frac{\int_0^R c^4/2\,dc}{\int_0^R c^2\,dc}=\frac{3R^2}{10}=367.5\ \text{nm}^2 .
\]
To this order the pair energy at 200 nm rises by 4.1 percent; the higher orders in \(R/d\) bring it to 4.4 percent. Since \(\sum' r^{-5}\) is 5.090 for the square and 4.720 for the triangular array, the correction favours the triangular one. The difference becomes 108 meV to second order and 109 meV with the higher orders, and the lowering 1.7 percent.

**Stress relief.** An island also spreads its own base. By the calculation in (a), the transform of \(\nabla\cdot\mathbf u\) is \(\sigma\Gamma k\hat h\), with \(\hat h\) the transform of \(h\). Half its volume average is the mean strain per axis. Divided by \(\varepsilon\), it gives the relieved fraction
\[
\frac{M\Gamma}{2V}\int\!\frac{d^2k}{(2\pi)^2}\,k\,|\hat h|^2 ,
\]
which is 21 percent here, to first order. Taken at face value, this multiplies \(P^2\) by \(0.786^2=0.62\) and brings the 97 meV down to about 60 meV. First order overstates the relief, because an island that spreads loses part of the stress that drives it: treating the island as an elastic membrane bonded to the half-space and solving self-consistently gives about 16 percent relief and about 68 meV. The width correction raises the difference further. The estimate therefore shows only that the difference is comparable with \(kT\). The percentage in (b) is unchanged, because the factor is common to both arrays. The strain from neighbours alters \(P\) by only about 0.16 percent.

## (d) Silicon

In a cubic crystal \(\Gamma\) depends on the direction \(\varphi\) of \(\mathbf k\). Write \(\Gamma(\varphi)=\Gamma_0+\sum_m\Gamma_m\cos m\varphi\), with even \(m\). The angular integral of \(\cos m\varphi\,e^{i\mathbf k\cdot\mathbf d}\) gives \(2\pi i^mJ_m(kd)\cos m\theta\), where \(\theta\) is the direction of \(\mathbf d\). There remains \(\int_0^\infty k^2J_m\,dk\), understood with a slow cutoff at large \(k\). Integrate Bessel's equation \(k^2J_m''+kJ_m'+(k^2-m^2)J_m=0\) by parts, with \(\int_0^\infty J_m\,dk=1\):
\[
2-1+\int_0^\infty k^2J_m\,dk-m^2=0\quad\Rightarrow\quad\int_0^\infty k^2J_m\,dk=m^2-1 .
\]
For \(m=0\) this is the \(-1\) found in (a). Relative to the isotropic part, the repulsion becomes
\[
1+\sum_m c_m\cos m\theta,\qquad c_m=-i^m(m^2-1)\frac{\Gamma_m}{\Gamma_0},\qquad c_4=-15\,\frac{\Gamma_4}{\Gamma_0}.
\]
A weak fourfold anisotropy is amplified fifteen times. In the triangular array its effect cancels by sixfold symmetry. In the square array it adds \(c_4\sum'\cos4\theta/r^3=2.865\,c_4\), with a sign that a turn by 45° reverses. With this harmonic alone, a suitably turned square matches the triangular array once \(|c_4|=0.141/2.865=0.049\), that is, once \(|\Gamma_4|/\Gamma_0\) reaches 0.33 percent.

Rough silicon stiffnesses \(c_{11},c_{12},c_{44}=166,64,80\) GPa give, on (001), \(\Gamma=12.25\) TPa\(^{-1}\) along [100] and 11.02 TPa\(^{-1}\) along [110]. Then \(c_4=-0.79\), sixteen times the threshold. The repulsion is weak along \(\langle100\rangle\), and a square array with its rows along these directions wins clearly: with higher harmonics included, the triangular energy is 25 percent above it. On (111) the threefold axis, together with \(\Gamma(\varphi+\pi)=\Gamma(\varphi)\), forbids the fourfold term. There \(c_6=-0.005\) with \(\theta\) measured from \([1\bar10]\) (a turn by 30° reverses the sign), and the triangular array stays lower, by 1.7 percent. In both cases each array was turned to its best orientation, and the islands were point dipoles.

The numbers in (c) are rough values, chosen to resemble germanium-silicon islands on silicon. On a (001) wafer the isotropic assumption fails: the anisotropy of the crystal moves the triangular array from 1.6 percent below the square to 25 percent above it. Real islands also differ in size and may be placed by nucleation rather than by energy. The answer to (b) therefore holds for an isotropic substrate and, within this model, for silicon (111), but not for silicon (001). The numerical output lists the individual values.

## Numbers as computed

```
LATTICE SUMS (unit density, dimensionless)
square: r^2 = 1.00000, points 4, phi = 2.5538e-02
square: r^2 = 2.00000, points 4, phi = 5.6431e-04
square: r^2 = 4.00000, points 4, phi = 5.3777e-07
square: S series 9.033622, direct 9.033621
triangular: r^2 = 1.15470, points 6, phi = 1.3662e-02
triangular: r^2 = 3.46410, points 6, phi = 3.3312e-06
triangular: r^2 = 4.61880, points 6, phi = 6.6887e-08
triangular: S series 8.892745, direct 8.892745
triangular lower by 1.559 percent
nearest shell only: square 4.0000, triangular 4.8356
explicit/formula pair energy: 1.00014, 0.99999
EXAMPLE (rough round inputs)
E = 160 GPa, nu = 0.22, M = 170 GPa
misfit = 2.0 percent, T = 900 K
cone width = 70 nm, height = 7 nm
density = 2.50e+09 cm^-2
volume = 8979.7 nm^3
dipole P = 190.56 keV
K = 1.1014e+07 eV nm^3
spacing: square 200.00, triangular 214.91 nm
pair energy at square spacing = 1.3768 eV
pair energy at triangular spacing = 1.1096 eV
energy per island, square = 6.2187 eV
energy per island, triangular = 6.1217 eV
difference per island = 96.98 meV
kT = 77.56 meV, difference/kT = 1.250
NEGLECTED EFFECTS
mean square island radius = 367.5 nm^2
pair factor minus 1 at square spacing = 4.13 percent
S5: square 5.0903, triangular 4.7195
size-corrected difference = 107.53 meV
size-corrected lowering = 1.690 percent
first-order stress relief in island = 21.4 percent
dipole change by neighbours = 0.163 percent
silicon c11, c12, c44 = 166, 64, 80 GPa (rough)
Gamma isotropic = 11.895 TPa^-1
Gamma (001): [100] 12.247, [110] 11.024 TPa^-1
Gamma mean: (001) 11.646, (111) 11.638 TPa^-1
relative repulsion harmonics (001): c4 -0.7867, c8 0.0562
relative repulsion harmonics (111): c6 -0.0054, c12 0.0009
square-lattice fourfold sum = 2.8648
|c4| that cancels the triangular advantage = 0.0492
same as compliance harmonic Gamma4/Gamma0 = 0.328 percent
(001) square: best sum 7.0680 at 0 deg
(001) triangular: best sum 8.8540 at 60 deg
(001) triangular relative to square: +25.27 percent
(111) square: best sum 9.0305 at 45 deg
(111) triangular: best sum 8.8746 at 0 deg
(111) triangular relative to square: -1.73 percent
```
